# Lucovsky's photoionisation spectrum of a deep level and its threshold exponent, part 2

Light of photon energy \(\hbar\omega\) lifts an electron of charge \(-e\) from a level at depth \(E_i=\hbar^2\kappa^2/2m\) into a band of effective mass \(m\), where its energy above the edge is \(E_k=\hbar^2k^2/2m\). The basic model has a zero-range well, a neutral final centre and a rigid lattice. The bound envelope is proportional to \(e^{-\kappa r}/r\), its Fourier transform \(\tilde\psi(k)\) to \(1/(k^2+\kappa^2)\), and the dipole matrix element to the gradient of \(\tilde\psi\). The cross-section per electron is

\[
\boxed{\;\sigma(\hbar\omega)=\left(\frac{F_{\rm loc}}{F}\right)^2\frac{16\pi\alpha\hbar^2}{3nm}\;
\frac{E_i^{1/2}(\hbar\omega-E_i)^{3/2}}{(\hbar\omega)^3}\;}
\qquad \hbar\omega>E_i .
\]

Here \(\alpha\) is the fine-structure constant, \(n\) the refractive index, and \(F_{\rm loc}\) and \(F\) the local and mean field amplitudes. The ionisation rate is \(\sigma\Phi\), with \(\Phi\) the photon flux inside the material; a time-domain test confirmed this. With \(F_{\rm loc}=F\), the peak, at \(\hbar\omega=2E_i\), and the area, also obtained from a sum rule, are

\[
\sigma_{\max}=\frac{2\pi\alpha\hbar^2}{3nmE_i},
\qquad
\int\sigma\,d(\hbar\omega)=\frac{2\pi^2\alpha\hbar^2}{nm}.
\]

The local exponent, or slope, is

\[
\frac{d\ln\sigma}{d\ln(\hbar\omega-E_i)}=\frac32-\frac{3(\hbar\omega-E_i)}{\hbar\omega}.
\]

Silicon has six equivalent valleys, with mass \(m_l\) along the valley axis and \(m_t\) across it. The scaling \(k_i=q_i\sqrt{m_i/M}\), with \(M=(m_1m_2m_3)^{1/3}\), makes each valley isotropic with mass \(M\), which then sets \(\kappa\). For equal weight in all valleys, the mass in \(\sigma\) is the conductivity mass \(m_c\):

\[
\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right).
\]

Section 12 asks when the threshold exponent is not \(3/2\). A short-range core of small radius \(a\) leaves it at \(3/2\), barring a p-resonance at zero energy, but raises \(\sigma\) by the relative amount \(\kappa a\), to first order. Two other cases follow.

**A charged core.** If the centre is left with a positive charge, the outgoing electron moves in an attractive Coulomb potential. A continuum wave normalised per unit energy has, far from the core, an amplitude proportional to \(v^{-1/2}\), where \(v\) is the speed. In a Coulomb potential this semiclassical relation continues inwards with the local speed, because at low energy the local wavelength grows as \(\sqrt r\) and so changes little over one wavelength when \(r\) is large. At a fixed radius the local speed tends to a non-zero value as the energy goes to zero. The amplitude near the core, and with it the cross-section, therefore tends to a constant. The exponent is 0 and the spectrum starts with a step. With a Bohr radius of \(5/\kappa\) and the initial state left unchanged, the slope between \(5\times10^{-4}E_i\) and \(10^{-3}E_i\) is 0.016. The flat region is narrow. It requires excess energies well below the effective Rydberg, here \(E_i/25\), and between \(0.1E_i\) and \(0.2E_i\) the slope has already risen to 0.50.

**A dipole carried by the Bloch functions.** Suppose the bound state is built from Bloch functions whose parity is opposite to that of the final band. The momentum matrix element between the Bloch functions is then a constant near the band edge, and the envelope contributes \(\tilde\psi(k)\) itself, not its gradient. This is finite at \(k=0\). If the final waves are undisturbed by the centre, the density of states alone sets the threshold, and the exponent is \(1/2\). The computed slope is 0.4996.

An exponent of \(3/2\) thus requires a neutral final centre and an odd final envelope. A measured exponent carries information about the centre, provided that the data lie close enough to threshold and that broadening is small.

### 13. A worked case: parameters of the gold acceptor in silicon

The gold acceptor releases an electron by Au⁻ → Au⁰ + e⁻. The final centre is neutral, so there is no Coulomb tail. Rough values are \(E_i=0.55\) eV, \(n=3.45\), \(m_l=0.92\) and \(m_t=0.19\) in units of the electron mass \(m_0\). The conductivity mass is

\[
\frac{m_c}{m_0}=\frac{3}{1/0.92+2/0.19}=0.258 .
\]

With \(\hbar^2/m_0=0.0762\) eV nm², the peak cross-section is

\[
\sigma_{\max}=\frac{2\pi\times0.00730\times0.0762}{3\times3.45\times0.258\times0.55}\ \text{nm}^2
=0.0024\ \text{nm}^2=2.4\times10^{-17}\ \text{cm}^2 ,
\]

at a photon energy of 1.10 eV. This is the value for a parabolic band. In silicon the valley minimum lies about 0.85 of the way to the zone boundary, and along the valley axis the parabola reaches that boundary only 0.12 eV above the band edge. There the lowest band meets the second conduction band, which is degenerate with it at the boundary and carries the valley on beyond it. At photon energies above about 0.67 eV, the peak included, the final states lie partly in that second band, so the numbers describe the model band and are only a rough guide to silicon. Other points of the spectrum are:

| \(\hbar\omega\) (eV) | \(\sigma\) (cm²) |
|---|---|
| 0.56 | \(4.4\times10^{-19}\) |
| 0.60 | \(4.0\times10^{-18}\) |
| 0.70 | \(1.3\times10^{-17}\) |
| 0.80 | \(1.9\times10^{-17}\) |

A flux of \(10^{16}\) photons per cm² and second inside the crystal, at the peak energy, ionises a filled centre with one excitable electron at a rate of 0.24 per second. The time constant is 4.2 s.

### 14. Finding the threshold from data

The spectrum suggests a straight-line plot. Multiply by \((\hbar\omega)^3\) and take the power \(2/3\):

\[
\left[\sigma\,(\hbar\omega)^3\right]^{2/3}\propto\hbar\omega-E_i .
\]

The line meets zero at \(E_i\). For the rigid-lattice spectrum of the parabolic band between 0.60 and 0.80 eV, a straight-line fit returns 0.550 eV. With the non-parabolic band of section 17 the same fit gives 0.548 eV.

If the factor \((\hbar\omega)^3\) is left out, the ordinate is \(y=\sigma^{2/3}\propto\varepsilon/(\hbar\omega)^2\) with \(\varepsilon=\hbar\omega-E_i\). The tangent at \(\hbar\omega\) meets zero at

\[
\hbar\omega-\frac{y}{y'}=\hbar\omega-\frac{\varepsilon}{1-2\varepsilon/\hbar\omega}.
\]

For \(2\varepsilon<\hbar\omega\), the subtracted term exceeds \(\varepsilon\), and the intercept lies below \(E_i\). At 0.70 eV, with \(\varepsilon=0.15\) eV, the tangent gives 0.44 eV. A least-squares line over the same window gives 0.46 eV, which is 0.09 eV too low. The slope of this plot falls by a factor of about four between 0.60 and 0.80 eV, so good data show that it is curved. Over a much narrower window the plot looks straight, yet its tangent misses \(E_i\) unless the window lies close to threshold. The intercept is too low by 0.010 eV at 0.60 eV, but by only 0.0004 eV at 0.56 eV.

### 15. Phonons and temperature

Let the ionisation energy depend linearly on one lattice oscillator of quantum \(\hbar\Omega\), with lowering operator \(b\):

\[
G=E_i+\gamma(b+b^\dagger).
\]

After ionisation the term in \(\gamma\) shifts the equilibrium position and lowers the energy by \(d=\gamma^2/\hbar\Omega\), the relaxation energy. Before ionisation the mean of \((b+b^\dagger)^2\) is \(2\bar n+1=\coth(\hbar\Omega/2k_BT)\), where \(\bar n\) is the mean phonon number. The ionisation energy at fixed lattice position therefore has the variance

\[
s^2=d\,\hbar\Omega\,\coth\frac{\hbar\Omega}{2k_BT}.
\]

Here \(E_i\) is the mean vertical ionisation energy. The threshold without phonons lies lower by \(d\).

Take the round values \(d=0.02\) eV and \(\hbar\Omega=0.04\) eV, which are not data for gold, and average the spectrum over a Gaussian of width \(s\). With \(E_i\) held fixed:

- At 80 K, \(s=0.028\) eV. The cross-section at \(\hbar\omega=E_i\) is \(9\times10^{-19}\) cm², about 4% of the peak value, and the straight-line plot gives 0.547 eV.
- At 300 K, \(s=0.035\) eV. The corresponding values are \(1.3\times10^{-18}\) cm² and 0.545 eV.

The plot is thus shifted down by 3 to 5 meV. This average lets the bound orbital adjust to the lattice position. If the orbital is held fixed instead, the plot stays within about 1 meV of \(E_i\) at both temperatures, so this small shift depends on how the orbital is treated. In either case the exponent cannot be read within a few times \(s\) of threshold. The Gaussian is a rough description here. Since \(d/\hbar\Omega=0.5\), the true line consists of a few discrete phonon steps, and at 80 K its lower tail is cut off more sharply. The numbers indicate the size of the effect.

Temperature also empties the level without light. With an assumed attempt rate of \(10^{12}\) per second, and with the small relaxation energy neglected, the thermal rate is this rate times \(e^{-E_i/k_BT}\). At 80 K the exponent is 79.8 and thermal emission is negligible. At 300 K it is 21.3, and the thermal rate is several hundred per second, far above the optical rate of 0.24 per second. With these numbers the measurement has to be made cold.

### 16. The field of the depletion layer

In a static field \(F_s\), the threshold is smeared over the energy \(\theta\) at which the potential drop \(eF_s\lambda\) over a length \(\lambda\) equals the confinement energy \(\hbar^2/2m\lambda^2\). Eliminating \(\lambda\) gives

\[
\theta=\left(\frac{e^2F_s^2\hbar^2}{2m}\right)^{1/3}.
\]

For 0.05 MV/cm and the mass \(m_c\), \(\theta=0.015\) eV. This is about half the phonon width at 80 K.

The field also allows tunnelling in the dark. The semiclassical exponent is

\[
2\int_0^{E_i/eF_s}\frac{\sqrt{2m(E_i-eF_sz)}}{\hbar}\,dz=\frac43\left(\frac{E_i}{\theta}\right)^{3/2}=283 ,
\]

with the mass \(m_c\). Tunnelling favours the valleys that are light along the field, and with \(m_t\) the exponent is 243. Either way, tunnelling from the level plays no part at this field.

### 17. How far the absolute value can be trusted

**Weight outside the valley.** The density-of-states mass \(M=0.321\,m_0\) gives a decay length \(1/\kappa=0.46\) nm, less than the lattice constant of 0.543 nm. So compact a state needs wavevectors beyond the share of the zone that belongs to one valley of the lowest band. The Brillouin zone of silicon has the volume \(4(2\pi)^3/a_0^3\), with \(a_0\) the lattice constant. One sixth of it equals a sphere of radius \(k_s=6.27\) nm⁻¹ in the scaled variables. With \(y=k_s/\kappa\), the fraction of the bound state outside this sphere is

\[
1-\frac{\int_0^{y}t^2(1+t^2)^{-2}dt}{\int_0^\infty t^2(1+t^2)^{-2}dt}
=1-\frac2\pi\left[\arctan y-\frac{y}{1+y^2}\right]=0.41 .
\]

If that part is cut off and the rest normalised again, the cross-section rises by a factor of 1.7. The sphere is a simplification, because the valley does not sit at the centre of its share of the zone. With the minimum at 0.85 of the way to the zone boundary, the share within the lowest band leaves a fraction 0.56 outside, and the normalisation factor becomes 2.3. This overstates the loss, because beyond the boundary the second conduction band continues the valley and supplies part of that weight. The envelope description is strained at this depth.

**Core size.** A well of radius 0.12 nm, half a bond length, has \(\kappa a=0.258\) and raises the cross-section at \(2E_i\) by a factor of 1.31. This overlaps with the previous correction, and the two factors should not be multiplied.

**Non-parabolic band.** Let \(E(1+\beta E)=\hbar^2k^2/2m\), with \(\beta=0.5\) eV⁻¹. The gradient of \(1/(E+E_i)\) is proportional to the speed \(v\), and the density of states to \(k^2/v\). At a given photon energy \(\sigma\) thus goes as \(vk^2\), and its ratio to the parabolic value is

\[
\frac{(1+\beta E)^{3/2}}{1+2\beta E}=0.93\quad\text{at }E=0.55\ \text{eV},
\]

with the normalisation of the bound state held fixed. That condition hides a larger effect. At large \(k\) this \(E\) grows only in proportion to \(k\), so the norm integral of \(k^2/(E+E_i)^2\) diverges and needs a cut-off. If both bands are cut off at \(k_s\), the norm integral is 1.7 times the parabolic one, and the ratio of the cross-sections falls from 0.93 to 0.54. The form with \(\beta\) describes silicon only near the band edge, while at \(k_s\) it is used up to about 2.2 eV. These ratios therefore show how sensitive the magnitude is to the band shape and are not values for silicon.

**Local field.** In a lattice of point dipoles, the field at a site is \(F+P/3\varepsilon_0\) with \(P=\varepsilon_0(n^2-1)F\). The factor in the cross-section would be \([(n^2+2)/3]^2=21.5\). A bound state that extends over several atoms averages the local field, and the factor should then be nearer to one. The model does not determine it. Of the corrections estimated in this section, this is the most uncertain.

### 18. The model beside the real centre

The depth, masses and refractive index used here are typical of the gold acceptor in silicon. The core radius, relaxation energy, phonon energy and field are round values of a plausible size. The model gives a peak of order \(10^{-17}\) cm². Cutting off the bound state at the edge of the valley's share of the zone raises it by a factor of about two, and the non-parabolic band takes most or all of this rise back. The full Lorentz field, if it applied, would raise the peak by a further factor of about twenty. A real gold centre also need not have an s-like envelope drawn from the conduction band. If the Bloch functions carry the dipole, the exponent becomes \(1/2\) and the straight-line plot of section 14 no longer applies.

The crystal adds one more process. With a gap of about 1.17 eV at low temperature, photons above \(1.17-0.55=0.62\) eV can lift valence electrons onto centres that have already been emptied. The steady occupation then depends on two cross-sections. If all centres are filled at the start, the initial rate of emptying is still \(\sigma\Phi\), and it is this initial rate that belongs in the threshold plot. The model's peak at 1.10 eV lies just below the band-to-band absorption of the crystal.

## Table of computed values

```
level depth Ei = 0.55 eV, refractive index = 3.45
masses ml = 0.92, mt = 0.19 electron masses
conductivity mass mc = 0.2583 electron masses
density-of-states mass md = 0.3214 electron masses
hbar^2/m0 = 0.07620 eV nm^2, alpha = 0.0072974
decay length 1/kappa with md = 0.464 nm
sigma at 0.56 eV = 4.415e-19 cm^2
sigma at 0.60 eV = 4.013e-18 cm^2
sigma at 0.70 eV = 1.313e-17 cm^2
sigma at 0.80 eV = 1.893e-17 cm^2
sigma at 1.10 eV = 2.376e-17 cm^2
peak position (numerical) = 1.1000 eV
peak sigma = 2.376e-17 cm^2
area under sigma = 1.232e-16 eV cm^2
area from sum rule = 1.232e-16 eV cm^2
local exponent at 0.56 eV = 1.446
local exponent at 0.60 eV = 1.250
local exponent at 0.70 eV = 0.857
photon flux = 1.0e+16 /(cm^2 s)
ionisation rate at peak = 0.238 /s
time constant at peak = 4.21 s
time-domain rate / (sigma*flux) = 1.0004
finite-well deviation, kappa*a = 0.01: 0.01006
finite-well deviation, kappa*a = 0.001: 0.00100
threshold exponent, finite core = 1.4996
threshold exponent, Coulomb tail = 0.0157
threshold exponent, Bloch dipole = 0.4996
fit window = 0.60 to 0.80 eV
threshold from (sigma hw^3)^(2/3) = 0.5500 eV
threshold from sigma^(2/3) = 0.4626 eV
core radius = 0.12 nm, kappa*a = 0.258
core changes peak-energy sigma by factor 1.310
lattice constant = 0.543 nm
valley-share radius in k = 6.27 /nm
bound weight outside valley share = 0.406
rescaling if that weight is cut off = 1.68
non-parabolicity = 0.50 /eV
non-parabolic factor at 2Ei = 0.929
Lorentz local-field factor squared = 21.5
relaxation = 0.02 eV, phonon = 0.04 eV
80 K: Gaussian width = 0.0284 eV
80 K: sigma at Ei = 9.21e-19 cm^2
80 K: fitted threshold = 0.5469 eV
80 K: Ei/kT = 79.8
300 K: Gaussian width = 0.0351 eV
300 K: sigma at Ei = 1.26e-18 cm^2
300 K: fitted threshold = 0.5451 eV
300 K: Ei/kT = 21.3
field = 0.05 MV/cm, smearing = 0.0154 eV
dark tunnelling exponent = 283
gap = 1.17 eV, valence onset = 0.62 eV
```
